# Why slow silicon (111) cracks can leave their plane

**Question.** A crack runs through silicon on a (111) plane, the plane that costs few broken bonds. Why should it wander off that plane when it moves slowly, and keep to it when it moves faster? Can a rearrangement of bonds at the tip do this, and is lack of time really what stops it at higher speed?

**Answer.**

## What the tip can do when it waits

Take the crack to cut the single bonds that stand normal to (111), with its front along $[1\bar10]$ and its motion along $[\bar1\bar12]$. Let $a_0$ be the cubic lattice constant. An atom on the lower lip has four bonds,

$$\frac{a_0}{4}[111],\quad \frac{a_0}{4}[1\bar1\bar1],\quad \frac{a_0}{4}[\bar11\bar1],\quad \frac{a_0}{4}[\bar1\bar11].$$

The first is the vertical bond that the crack breaks. Only the last of the other three has no component along the front. Its component along the motion is

$$\frac{a_0}{4}\,\frac{[\bar1\bar11]\cdot[\bar1\bar12]}{\sqrt6}=\frac{a_0}{4}\,\frac{1+1+2}{\sqrt6}=\frac{a_0}{\sqrt6}.$$

The other two each have the component $-a_0/(2\sqrt6)$. The spacing of successive vertical bonds is the difference, $a=3a_0/(2\sqrt6)$. For $a_0=0.5431$ nm, the forward bond reaches 0.2217 nm and $a=0.3326$ nm.

Call the lip atom $L$, its forward neighbour $S$, and the atom directly below $S$ in the next double layer $D$. Once $L$ has lost its upper bond it can take over the bond to $D$:

$$S\!-\!D\ \text{is cut},\qquad L\!-\!D\ \text{is formed}.$$

The number of bonds is unchanged, but the dangling bond has moved from $L$ to $S$. The cut bond belongs to the *next* (111) cleavage plane, and it lies ahead of $L$. A piece of a lower crack now exists, joined to the main crack except for one link, $L\!-\!S$.

On the upper lip all four bond vectors have the opposite sign, because inversion about the centre of a vertical bond exchanges the two lips. The same switch there reaches 0.2217 nm backward, into material the crack has passed. The forward switch therefore favours steps to one side. After a step down, the crack lies on an equivalent plane with the same forward lip, so further steps favour the same side and can accumulate. If the crack runs in the opposite direction, the favoured side is reversed.

## When the switch diverts the crack

A switch by itself does not prove a change of path; the loads on the bonds must be compared. I use scalar elasticity on silicon's bond network: each atom has one displacement $u_i$ in the opening direction, and the energy is

$$W=\frac12\sum_{\langle ij\rangle}g_{ij}(u_i-u_j)^2 .$$

Setting $\partial W/\partial u_i=0$ gives the force balance $\sum_j g_{ij}(u_i-u_j)=0$. The network is uniform along the front, so two bonds that project onto one line count as $g=2$; all others have $g=1$. The load on one bond is $|u_i-u_j|$. Bond angles, misfit strain and the inertia of the moving crack are left out.

Let $T$ be the lower atom of the first unbroken in-plane bond. It has two bonds to $S$. Before the switch, the balance at $S$ is

$$2(u_T-u_S)=(u_S-u_L)+(u_S-u_D).$$

Load arriving at $S$ leaves by two routes. After the switch the route to $D$ is gone:

$$2(u_T-u_S)=u_S-u_L .$$

All of it must pass through the link. The total arriving load also changes, so the network has to be solved. Let $\rho$ be the link load divided by the load on the in-plane tip bond. With 30 double layers and 80 columns, $\rho$ rises from 0.544 to 0.844; doubling both dimensions changes these to about 0.56 and 0.853, and the trend with size points to about 0.58 and 0.86 in a large body. If rows behind the tip have also switched, the value after the switch is lower by up to about 0.03.

If the link has strength $s$ relative to a normal bond, it fails before the tip bond when its load divided by $s$ is the larger:

$$\frac{\rho}{s}>1\quad\Longleftrightarrow\quad s<\rho .$$

Since $\rho<1$ after the switch, a link of full strength would hold and the crack would stay on its plane. If the link keeps its normal stiffness, diversion needs it weakened, for instance by strain in the rearranged rings, to below about 0.85 of normal strength. A link that is also softer carries less load and must be weaker still. Whether silicon's link is that weak is an electronic question which this model does not settle.

Suppose the link does fail. Then $S$ hangs from $T$ alone and carries no load. Let $S'$ and $T'$ be the atoms one row ahead of $S$ and $T$, and $D'$ the atom below $S'$. The load $f_T$ on the in-plane tip bond can leave $T$ only towards $S'$, so $f_T=u_T-u_{S'}$. Balance at $S'$ then gives the load on the next lower-plane bond:

$$f_{D'}=(u_T-u_{S'})+2(u_{T'}-u_{S'})=f_T+2(u_{T'}-u_{S'}).$$

It exceeds $f_T$ whenever $u_{T'}>u_{S'}$, that is, when load also comes down through $T'$. The solved network gives $f_{D'}/f_T=1.559$. The lower plane has taken over the concentration of load.

Breaking the bond with the largest ratio of load to strength, one after another, tests the path. With $s=0.678$, between the two values of $\rho$, the switched tip breaks its link first and then four lower-plane bonds in four breaks, all of normal strength. With the same weak link but no switch, all five breaks are in the original plane. A switch on the backward lip, with its own link equally weak, also leaves all five in plane. For this strength, then, both the switch and its forward reach matter.

## How speed enters

At speed $v$ the tip spends a dwell time $\tau=a/v$ at each row. If an unswitched site switches at rate $k$, its survival probability obeys $\dot P=-kP$ with $P(0)=1$. Hence $P(\tau)=e^{-k\tau}$, and the chance of a switch is

$$p=1-e^{-ka/v}.$$

I assume that a switch is not undone and that a site's opportunity ends when the tip moves on.

The rate follows from the thermal flux over a barrier $E$. For a coordinate $x$ of mass $m$ in a well $U(x)$ with its bottom at zero energy, the mean one-way velocity is $\sqrt{k_BT/2\pi m}$, and the density at the barrier is $e^{-E/k_BT}$ divided by the integral over the well. Thus

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-E/k_BT}}{\int_{\rm well}e^{-U/k_BT}dx}.$$

For a harmonic well, $U=\tfrac12m\omega^2x^2$, the integral is $\sqrt{2\pi k_BT/(m\omega^2)}$. The masses and temperatures in the prefactor cancel, leaving

$$k=\frac{\omega}{2\pi}e^{-E/k_BT}=\nu e^{-E/k_BT}.$$

The barrier is essential to the argument. With $\nu=10$ THz, a quarter vibration takes 0.025 ps. To advance one row in that time the crack would need 13,300 m/s, far above silicon's Rayleigh speed $c_R$, which limits an ordinary opening crack. I use the round value 4500 m/s; for a (111) surface and the direction $[\bar1\bar12]$ the elastic constants give about 4700 m/s. In this estimate the time that runs short is the wait for a thermal fluctuation, not the time an atom needs to move.

There is a second condition. A faster crack is driven harder, and the extra load may lower the barrier. The product $k\tau=ka/v$ falls with speed only if

$$\frac{d\ln(k\tau)}{d\ln v}=\frac{d\ln k}{d\ln v}-1<0 .$$

To see what this means, let $G$ be the energy release rate that the applied load would give a stationary crack. In a large body, the part reaching a moving tip is approximately $G(1-v/c_R)$. Equating this to a constant fracture energy $G_c$, and writing $x$ from here on for $v/c_R$, gives

$$\frac{G}{G_c}=\frac1{1-x},\qquad \frac{G}{G_c}-1=\frac{x}{1-x}.$$

Let the barrier fall linearly, $E=E_0-g(G/G_c-1)$. This is an assumption about the tip, not a consequence of the balance. With constant $G_c$ the energy reaching the tip does not grow with speed; the stress intensity at the moving tip falls slightly (by about 10 percent at 2500 m/s) while the opening just behind it grows by a similar amount. The law stands for a tip whose local load does grow with the applied load, as when the fracture energy itself rises with speed. If the barrier does not fall with speed, there is no turning speed. Since the derivative of $x/(1-x)$ is $1/(1-x)^2$,

$$\frac{d\ln k}{d\ln v}=x\,\frac{d\ln k}{dx}=\frac{g}{k_BT}\frac{x}{(1-x)^2}.$$

The time argument therefore holds while $x/(1-x)^2<R$, with $R=k_BT/g$. At equality, $R(1-x)^2=x$, or $Rx^2-(2R+1)x+R=0$. The discriminant is $(2R+1)^2-4R^2=4R+1$. The product of the roots is 1, so the smaller root is the one below $c_R$:

$$x_{\rm turn}=\frac{2R+1-\sqrt{4R+1}}{2R}.$$

Above this speed, more driving force helps the switch more than the shorter dwell hinders it. The linear law itself fails once the barrier approaches zero.

## Why the change can be sharp

For $ka/v\ll1$, $p\simeq ka/v$. One site alone thus gives a slow decline with speed, and a front has millions of sites. One possible source of a sharp change is cooperation between sites. Suppose a step can start only from an embryo of at least $n$ adjacent switched sites, and that sites switch independently. An embryo begins where one unswitched site is followed by $n$ switched ones, with probability $(1-p)p^n$. Neglecting the ends of a row of $N$ sites, the mean number per row is

$$M=N(1-p)p^n\simeq N\left(\frac{ka}{v}\right)^n\qquad(ka/v\ll1/n).$$

The power $n$ turns a modest change of speed into a large change in the number of embryos. In the opposite limit, $v\to0$, $p\to1$ and $M\to0$, but this does not mean a smooth crack: the embryos have merged into one switched row. The load calculation above describes such a uniform row; applying its link condition to a short embryo is a further assumption.

## Numbers for a silicon front

Take a front 1 mm wide at 300 K. Its site spacing is $a_0/\sqrt2=0.3840$ nm, so $N=2.60\times10^6$. I choose round values $E_0=0.10$ eV, $\nu=10$ THz, $g=0.005$ eV and $n=10$. With $k_BT=0.02585$ eV, the rate without barrier lowering is

$$k=10\,e^{-3.87}\ \mathrm{ps^{-1}}=0.209\ \mathrm{ps^{-1}}.$$

At 1000 m/s, or 1 nm/ps, the dwell is $\tau=0.3326$ ps. The slightly lowered barrier gives $k=0.2208$ ps$^{-1}$, so

$$p=1-e^{-0.2208\times0.3326}=0.0708 .$$

The embryos per row are $2.60\times10^6\times0.929\times0.0708^{10}\simeq7.7\times10^{-6}$. An exact count of the chance of at least one such run gives $7.672\times10^{-6}$, agreeing with $1-e^{-M}$ to the digits shown. One millimetre of advance contains $10^6/0.3326=3.01\times10^6$ rows, hence about 23 embryos.

The other speeds, with all parameters held fixed, give:

- 100 m/s: $p=0.502$, with $4.0\times10^9$ embryos per mm of advance.
- 300 m/s: $p=0.209$, with $1.0\times10^6$.
- 2500 m/s: $p=0.035$, with 0.020, or one in about 50 mm.

From 300 to 2500 m/s the embryo count falls by a factor of about $5\times10^7$. For $n=1$ it would fall by only about 5. These counts are model upper limits on the number of steps started by embryos, since each must still meet the link condition.

The turning speed follows from $R=0.02585/0.005=5.17$:

$$x_{\rm turn}=\frac{11.34-4.66}{10.34}=0.646,\qquad v_{\rm turn}\simeq2900\ \mathrm{m/s}.$$

This value is uncertain by a few hundred m/s, because $c_R$ and the factor $1-v/c_R$ are both approximate. With these inputs, the claim that faster means less switching covers all four speeds, but not the whole range up to $c_R$.

## How far to trust the numbers

The barrier is only 3.87 $k_BT$, low for a rate formula. In a quartic double well with the same barrier and bottom frequency, the flux integral gives 0.195 ps$^{-1}$ instead of 0.209. Simulated thermal trajectories, with a friction rate of half the angular frequency, reach the barrier top within the dwell at 1000 m/s with probability 0.052, against 0.067 from the fixed-barrier formula. The trajectories also lie below the formula at 100 and 300 m/s, by 18 and 23 percent of the formula's value, but show a similar fall with speed. Part of the gap is the shape of the well; the program does not separate the causes of the rest. At 1000 m/s the ratio $0.0522/0.0671=0.78$, raised to the tenth power, means about twelve times fewer embryos. These fractions include trajectories that touch the top and fall back. Counting only those on the far side when the dwell ends gives about 0.046 at 1000 m/s, some forty times fewer embryos than the formula, and about 0.135 at 300 m/s, some seventy times fewer.

Other omissions also matter at 1000 m/s. With a rough $G_c=2.5$ J/m², the excess $G-G_c$ is 0.57 eV per site. In the balance above it is carried off as motion of the body rather than delivered to the tip, so it serves here only as a scale; how much of it becomes heat at a real tip is not known here. If all of it did, shared among 100 atoms (an arbitrary choice) with the classical heat capacity of $3k_B$ each, it would heat them by 22 K and multiply the embryo count by 12. Silicon's heat capacity at 300 K is about a fifth smaller, which raises these figures to roughly 27 K and 20. The leading correction for tunnelling, if the barrier top is as sharply curved as the well, raises the rate by 11 percent; quantisation of the motion in the well adds a similar amount. If switched neighbours lowered every barrier by 0.01 eV, the count would rise 39-fold.

For real silicon, crack speeds of order 1 km/s and a vibration frequency of order 10 THz are realistic; the barrier, its lowering and the embryo size are illustrative. Real sites are coupled, which breaks the assumption of independence. Yet near 1000 m/s, where $k$ rises only slowly with speed, $M$ varies roughly as $v^{-9}$, so even a 39-fold error in the count shifts the speed for a given count by a factor of only about $39^{1/9}=1.5$. Nearer the turning speed $M$ depends less strongly on $v$, and the shift is larger; starting from 2000 m/s, no higher speed up to the turning speed lowers the count 39-fold. A larger error in the barrier is more serious, because $k$ changes as $e^{-E/k_BT}$ and also rises with speed. With a barrier of 0.08 eV instead of 0.10 eV, the count at 1000 m/s rises about 1400-fold, and it comes back to about its former value only near the turning speed. Lattice trapping may also prevent steady motion at the lowest speeds listed.

The answer to the question is thus conditional. If silicon's bonds can switch forward over a low barrier while the tip waits, a sufficiently weak link lets that switch redirect the crack. Higher speed makes the switch less likely as long as the dwell time shortens faster than the growing load speeds up the switch. The model shows that lack of waiting time can produce this trend, not that it is the cause in silicon: inertia is left out, and the momentum that breaking bonds give the tip atoms could by itself favour the original plane at higher speed. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice constant (rough input): 0.5431 nm
advance per bond row: 0.3326 nm
site spacing along front: 0.3840 nm
switch reach, lower lip, crack along [-1-12]: +0.2217 nm
switch reach, upper lip, same crack: -0.2217 nm
network: 30 bilayers x 80 columns
link load / tip-bond load before switch: 0.544
link load / tip-bond load after switch: 0.844
same after switch, doubled network: 0.853
relative link strength used in path runs: 0.678
in-plane breaks without switch: 5 of 5
lower-plane / in-plane load after link fails: 1.559
lower-plane breaks after link fails: 4 of 4
backward-lip switch: in-plane breaks 5, link breaks 0
temperature: 300 K, kT = 0.02585 eV
barrier: 0.10 eV, barrier/kT = 3.87
attempt frequency: 10 THz
rate at fixed barrier: 0.2090 1/ps
rate from flux integral: 0.1949 1/ps
fixed barrier, v = 1000 m/s: p formula 0.0671, trajectories 0.0522
fixed barrier, v = 300 m/s: p formula 0.2068, trajectories 0.1596
fixed barrier, v = 100 m/s: p formula 0.5009, trajectories 0.4095
Rayleigh speed (rough input): 4500 m/s
barrier lowering per unit G/Gc-1: 0.005 eV
turning speed: formula 2908.9 m/s, search 2908.9 m/s
front width: 1 mm, sites N = 2603965
adjacent sites per embryo: 10
v = 100 m/s: dwell 3.3258 ps, rate 0.2099 1/ps, p = 0.5024
  embryos per mm advance: n=10 3.994e+09, n=1 1.957e+12
v = 300 m/s: dwell 1.1086 ps, rate 0.2119 1/ps, p = 0.2093
  embryos per mm advance: n=10 1.000e+06, n=1 1.296e+12
v = 1000 m/s: dwell 0.3326 ps, rate 0.2208 1/ps, p = 0.0708
  embryos per mm advance: n=10 2.307e+01, n=1 5.152e+11
v = 2500 m/s: dwell 0.1330 ps, rate 0.2661 1/ps, p = 0.0348
  embryos per mm advance: n=10 1.959e-02, n=1 2.629e+11
run check n=3, 2000 sites: exact 0.4832, formula 0.4831
run check n=10, full front: exact 7.672e-06, formula 7.672e-06
speed matching a quarter vibration: 13303 m/s
vibrations per dwell at 1000 m/s: 3.33
Gc (rough input): 2.5 J/m^2
excess energy per site at 1000 m/s: 0.569 eV
heating if shared by 100 atoms: 22.0 K
heating multiplies rate by 1.30, embryos by 12.4
leading quantum factor on rate: 1.107
barrier lower by 0.01 eV multiplies embryos by 39.0
```
